# Normalized image log-slope of sinusoidal equal lines and spaces

## A case that can be read by eye

Two plane waves of equal strength interfere and give the intensity

\[
I(x)=1+\cos\frac{2\pi x}{p},
\]

in units of its mean. The pitch is \(p\), a bright space is centred at \(x=0\), and a dark line is centred at \(x=p/2\). If line and space are meant to be equally wide, each has width \(w=p/2\), and the nominal edge on the right of the space is at \(x=p/4\). There the cosine is zero, so the intensity equals its mean, 1. The cosine is also at its steepest there, with slope magnitude \(2\pi/p\). The relative change of intensity per unit length is therefore \(2\pi/p\), and over one line width it is

\[
\frac p2\,\frac{2\pi}{p}=\pi .
\]

The minimum of this image is zero, so its contrast is 1. A weaker modulation \(C\) reduces the slope in proportion and leaves the edge intensity unchanged, which turns \(\pi\) into \(\pi C\).

## Definitions and result

The normalized image log-slope and the Michelson contrast are

\[
\mathrm{NILS}=w\left|\frac{d\ln I}{dx}\right|_{\text{nominal edge}},\qquad
C=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}} .
\]

Take the image

\[
I(x)=I_0\,(1+C\cos Kx),\qquad K=\frac{2\pi}{p},\qquad 0<C\le 1. \tag{1}
\]

Its extrema are \(I_0(1+C)\) and \(I_0(1-C)\). Their difference is \(2CI_0\) and their sum is \(2I_0\), so the coefficient \(C\) in (1) is indeed the Michelson contrast. The logarithmic derivative is

\[
\frac{d\ln I}{dx}=\frac{1}{I}\frac{dI}{dx}=-\frac{KC\sin Kx}{1+C\cos Kx}. \tag{2}
\]

At \(x=p/4\), \(Kx=\pi/2\), so the sine is 1 and the cosine is 0. The magnitude of (2) is \(KC=2\pi C/p\). Multiplication by \(w=p/2\) gives

\[
\boxed{\mathrm{NILS}=\pi C} \tag{3}
\]

Since \(C\le1\), this NILS cannot exceed \(\pi\). Three conditions were used: the image is a single sinusoid on a constant background, it is centred on the nominal pattern, and line and space are equal. Neither the wavelength nor the degree of coherence enters (3) explicitly; they act through \(C\) and through whether the conditions hold.

## Unequal widths and displaced edges

Let the bright space have nominal width \(w=Dp\), with the image still given by (1). The edge is at \(x=Dp/2\), where \(Kx=\pi D\). Equation (2) then gives

\[
\mathrm{NILS}=\frac{2\pi D\,C\sin\pi D}{1+C\cos\pi D}. \tag{4}
\]

For \(D=1/2\) this returns \(\pi C\). For \(D<1/2\) the edge lies on the bright side of the mean crossing, where the slope is smaller and the intensity higher. The width in (4) is that of the space; to normalize by the line width, multiply by \((1-D)/D\).

Now return to \(w=p/2\) and evaluate the log-slope a distance \(\delta\) beyond the nominal edge, into the line. With \(\varphi=K\delta\), we have \(Kx=\pi/2+\varphi\), hence \(\sin Kx=\cos\varphi\) and \(\cos Kx=-\sin\varphi\). Keeping \(w\) fixed,

\[
\mathrm{NILS}(\delta)=\frac{\pi C\,|\cos\varphi|}{1-C\sin\varphi}. \tag{5}
\]

For small \(\varphi\) this is \(\pi C(1+C\varphi)\) to first order. The value rises toward the dark line because the intensity in the denominator falls at first order, while the slope falls only at second order. Setting the derivative of (5) to zero gives

\[
-\sin\varphi\,(1-C\sin\varphi)+C\cos^2\varphi=0
\quad\Longrightarrow\quad \sin\varphi=C,
\]

and the largest value is \(\pi C/\sqrt{1-C^2}\) for \(C<1\). Thus \(\pi C\) belongs to the nominal edge and is not the maximum log-slope of the image. Code that locates the edge by an intensity threshold must use (5) unless the threshold equals the mean intensity.

## When a partially coherent image is sinusoidal

Consider a periodic thin mask with diffraction amplitudes \(a_m\), illuminated by mutually incoherent source points. Let \(\mathbf s\) be the source position in pupil units, so that the pupil edge has radius 1. Diffraction order \(m\) then reaches the pupil at \(\mathbf s+mf\hat{\mathbf x}\), with

\[
f=\frac{\lambda}{p\,\mathrm{NA}},
\]

where \(\lambda\) is the vacuum wavelength. Let \(P_m(\mathbf s)=P(\mathbf s+mf\hat{\mathbf x})\) be the pupil transmission seen by that order, zero outside the unit circle. Each source point forms a coherent image, and the intensities are averaged over the source:

\[
I(x)=\left\langle\Big|\sum_m a_mP_m e^{imKx}\Big|^2\right\rangle
=\sum_{m,m'}a_ma_{m'}^*\langle P_mP_{m'}^*\rangle e^{i(m-m')Kx}. \tag{6}
\]

Harmonic \(n=m-m'\) requires two orders, a distance \(|n|f\) apart, to pass the pupil together. Two points inside a circle of radius 1 are at most 2 apart, so \(|n|f\le2\) is necessary. If

\[
p<\frac{\lambda}{\mathrm{NA}}, \tag{7}
\]

then \(f>1\), and every harmonic with \(|n|\ge2\) is absent. This holds for any source shape and any periodic thin mask in this scalar model. Condition (7) is sufficient, not necessary: at larger pitch a suitable source may still prevent three orders from passing together.

For \(\lambda=193\) nm and \(\mathrm{NA}=1.35\), the limit (7) is 143.0 nm. It was tested with a disk source of radius 0.90 and space fractions \(D=0.5\) and 0.4. At 0.99 times the limit, the harmonics from the second upward were below \(10^{-12}\) of the clear-field intensity. At 1.05 times the limit, the second harmonic exceeded \(10^{-4}\).

### Why symmetry centres the image

The first-harmonic coefficient is

\[
T_1=\sum_m a_ma_{m-1}^*\langle P_mP_{m-1}^*\rangle .
\]

Suppose that source, mask and pupil are symmetric under \(x\to-x\). Then \(a_{-m}=a_m\), and reflecting the source variable replaces \(\langle P_mP_{m-1}^*\rangle\) by \(\langle P_{-m}P_{1-m}^*\rangle\). Write \(m=1-m'\):

\[
T_1=\sum_{m'}a_{m'-1}a_{m'}^*\langle P_{m'-1}P_{m'}^*\rangle=T_1^* .
\]

So \(T_1\) is real, and the first harmonic is a cosine with no lateral shift. If \(T_1\) is negative, bright and dark exchange places; (3) still gives the magnitude of the log-slope, but the pattern has the wrong tone.

Defocus is an even pupil phase and preserves this argument. A one-sided source does not satisfy it. In focus, real mask amplitudes and a real pupil still make \(T_1\) real, so the image stays centred, but defocus can then shift it. For a single source point at 0.90 on the \(x\) axis and 50 nm defocus, \(\pi C=2.85\), but the NILS is 1.68 at one nominal edge and 4.54 at the other; the sign of the defocus decides which edge has which value. The image is still sinusoidal; its phase has moved. Equation (5) applies with \(\varphi\) equal to that phase, and at the opposite edge the sign of \(\sin\varphi\) is reversed, so the two edges of one space have different log-slopes.

## Contrast from the mask and the source

For a binary mask with equal lines and spaces, unit transmission in the space and zero in the line,

\[
a_m=\frac1p\int_{-p/4}^{p/4}e^{-imKx}\,dx=\frac{\sin(\pi m/2)}{\pi m},
\qquad a_0=\frac12,\quad a_{\pm1}=\frac1\pi .
\]

Assume (7), perfect focus, and a source inside the unit circle. Order 0 always passes. At most one first order can accompany it, because the two first orders are \(2f>2\) apart. Let \(\eta\) be the fraction of source points for which one is captured. Those points give

\[
|a_0+a_1e^{\pm iKx}|^2=a_0^2+a_1^2+2a_0a_1\cos Kx,
\]

and the others give only \(a_0^2\). The weighted sum is

\[
I(x)=a_0^2+\eta a_1^2+2\eta a_0a_1\cos Kx,
\qquad
C=\frac{2\eta a_0a_1}{a_0^2+\eta a_1^2}. \tag{8}
\]

A source point that captures no first order adds background without modulation. For complete capture, \(\eta=1\),

\[
C=\frac{1/\pi}{1/4+1/\pi^2}=\frac{4\pi}{\pi^2+4},
\qquad
\mathrm{NILS}=\frac{4\pi^2}{\pi^2+4}. \tag{9}
\]

This stays below \(\pi\) because the two interfering amplitudes are unequal.

For a uniform disk source of radius \(r\), the captured region on each side is the overlap of the source disk with a unit circle whose centre is a distance \(f\) away. When the circles cross, their common chord is at distance \(x_0\) from the source centre. Equating the squared half-chord from both circles,

\[
r^2-x_0^2=1-(f-x_0)^2
\quad\Longrightarrow\quad
x_0=\frac{f^2+r^2-1}{2f}.
\]

Let \(h=\sqrt{r^2-x_0^2}\). Each circle contributes a sector minus a triangle:

\[
A=r^2\arccos\frac{x_0}{r}-x_0h+\arccos(f-x_0)-(f-x_0)h .
\]

The triangle terms add to \(-fh\). The left and right regions do not overlap under (7), so

\[
\eta=\frac{2}{\pi r^2}\left[r^2\arccos\frac{x_0}{r}+\arccos(f-x_0)-fh\right]. \tag{10}
\]

If \(f\ge1+r\), no first order is captured and the modulation vanishes.

## Worked example: 45 nm lines with a dipole

Take water-immersion ArF imaging with \(\lambda=193\) nm, \(\mathrm{NA}=1.35\), \(p=90\) nm and \(w=45\) nm. The source has two poles on the \(x\) axis, centred at \(\pm0.80\), each of radius 0.15. The base model is scalar and in focus, with a thin mask and no resist blur.

The order spacing is

\[
f=\frac{193}{90\times1.35}=1.5885 .
\]

For the right pole, order \(-1\) is centred at \(0.80-1.5885=-0.7885\). Its farthest point is at \(0.7885+0.15=0.9385\), inside the pupil. The left pole is the mirror image, so \(\eta=1\). With \(a_0=0.5000\) and \(a_1=0.3183\), the mean intensity is \(a_0^2+a_1^2=0.3513\) of the clear field. The extrema are 0.6696 and 0.0330, hence

\[
C=\frac{0.6696-0.0330}{0.6696+0.0330}=0.906,
\qquad \mathrm{NILS}=\pi C=2.846 .
\]

A direct derivative of the source-summed image also gives 2.846. The log-slope itself is \(2.8464/45=0.0633\ \mathrm{nm^{-1}}\).

At the same pitch, a disk source of radius 0.90 has \(\eta=0.1729\) from (10). Equation (8) gives

\[
C=\frac{2(0.1729)(0.5000)(0.3183)}{0.2500+0.1729(0.3183)^2}=0.206,
\]

and the NILS falls to 0.646. Here the loss comes from uncaptured first orders; relation (3) is unchanged.

With the dipole and pitch held fixed, reducing the space fraction to \(D=0.40\) raises \(C\) to 0.962 but lowers the NILS to 1.773, in agreement with (4). The contrast rises because \(a_0=0.40\) and \(a_1=\sin(0.40\pi)/\pi\) are closer to equal. The NILS falls because the edge has moved toward the bright centre and the normalizing width is smaller. Contrast alone therefore does not rank patterns with different width ratios. In this comparison the target space was narrowed together with the mask opening. The equal-width condition in (3) refers to the target, not to the mask: if the same \(D=0.40\) mask is exposed to print 45 nm lines and spaces, the nominal edge stays at \(p/4\), and (3) gives \(\pi\times0.962=3.02\), higher than for the unbiased mask.

## What the number means for dose

Assume that a resist edge forms where dose times intensity reaches a fixed threshold. Choose the dose \(E_0\) that puts the edge at \(p/4\). If dose \(E\) moves each edge outward by \(\delta\), the bright-space width changes by \(\Delta\mathrm{CD}=2\delta\), and

\[
E_0I(p/4)=E\,I(p/4+\delta)
\quad\Longrightarrow\quad
\frac{E}{E_0}=\frac{1}{1-C\sin K\delta}. \tag{11}
\]

For small \(\delta\), the right side is \(1+CK\delta\). Since \(CK=\mathrm{NILS}/w\),

\[
\frac{\Delta E}{E_0}\simeq \mathrm{NILS}\,\frac{\Delta\mathrm{CD}}{2w}. \tag{12}
\]

A 10% width change means \(\delta=\pm2.25\) nm. The linear estimate is \(2.846\times0.10/2=14.2\%\). Equation (11) gives \(-12.4\%\) for the narrower space and \(+16.5\%\) for the wider one. To second order, with \(u=CK\delta\), (11) gives \(E/E_0=1+u+u^2\), whose logarithm is \(u+u^2/2\). Half of the quadratic term therefore comes from the rise of the log-slope in (5): over the same displacements the NILS goes from 2.46 on the space side to 3.28 on the line side. The other half comes from converting a logarithmic dose change to a relative one. Equation (12) holds for small dose changes, while (11) gives the dose limits for a finite width tolerance in this threshold model.

## When a second harmonic is present

For a centred image with two harmonics,

\[
I=A_0+A_1\cos\theta+A_2\cos2\theta,\qquad\theta=Kx,
\]

the derivative is

\[
\frac{dI}{d\theta}=-\sin\theta\,(A_1+4A_2\cos\theta).
\]

If \(A_1>4|A_2|\), the bracket has no zero, and the extrema are at \(\theta=0\) and \(\pi\). They are \(A_0+A_2\pm A_1\), so \(C=A_1/(A_0+A_2)\). At the edge, \(\theta=\pi/2\), the intensity is \(A_0-A_2\) and the slope magnitude is \(KA_1\). Therefore

\[
\mathrm{NILS}=\frac{\pi A_1}{A_0-A_2}
=\pi C\,\frac{A_0+A_2}{A_0-A_2}. \tag{13}
\]

A positive \(A_2\) lowers the edge intensity without changing the edge slope. For the disk source of radius 0.90 at \(p=180\) nm, \(A_0=0.3588\), \(A_1=0.3417\) and \(A_2=0.0270\). Then \(\pi C=2.78\), while (13) gives 3.24. Using \(\pi C\) would underestimate the NILS by 14% of its true model value.

Nearly coherent three-beam imaging shows a much larger failure. At \(p=200\) nm with a disk source of radius 0.20, \(f=0.715\), so both first orders pass for every source point. The second-order amplitude is zero and the third orders miss the pupil. The field is

\[
F=a_0+2a_1\cos\theta=\frac12+\frac2\pi\cos\theta .
\]

It vanishes where \(\cos\theta=-\pi/4\), so \(I_{\min}=0\) and \(C=1\). At the edge, \(F=1/2\) and \(|dF/dx|=(2/\pi)K=4/p\). Since \(I=F^2\),

\[
\mathrm{NILS}=\frac p2\,\frac{2|dF/dx|}{F}
=\frac p2\,\frac{8/p}{1/2}=8,
\]

far above \(\pi C=3.14\). Here \(A_1<4A_2\), so the contrast formula leading to the last form of (13) does not apply; its first form does.

## Neglected effects and the real process

The chosen wavelength, aperture and dipole lie in the regime of water-immersion ArF lithography; the blur, flare and refractive indices are rough typical values. The scalar model ignores polarization, which matters at this aperture unless the light is polarized along the lines. For light polarized in the plane of incidence, the electric vectors of the two orders make the same angle as their rays. Their interference is multiplied by \(\cos(\theta_0-\theta_1)\), which is 0.204 at the pole centre for a resist index of 1.70. Averaging with the perpendicular polarization gives a contrast of about \(0.9060(1+0.2044)/2=0.546\). The vector sum over the full poles gives 0.543 and a NILS of 1.70, a 40% reduction. With polarization along the lines the NILS is 2.84, so the scalar value is a good approximation for that setting. These vector values omit resist reflections, absorption and lens apodization.

The other changes below are each applied alone to the scalar dipole image.

- **Defocus, 50 nm in water.** The NILS falls by about 7%, to 2.65. Two orders at equal pupil radius have equal axial phase, but the finite poles include unequal pairs, and averaging their phases reduces the modulation.
- **Gaussian resist blur, standard deviation \(b=8\) nm.** Convolution multiplies the cosine by \(e^{-K^2b^2/2}\) and leaves the mean unchanged. The NILS falls by 14.4%, to 2.44.
- **Flare, 3% of the mean image intensity.** A uniform background changes \(C\) to \(C/1.03\). The NILS falls by 2.9%, to 2.76. Flare is often quoted relative to the clear field instead; 3% of the clear field multiplies \(C\) by \(0.3513/0.3813\) and lowers the NILS by 7.9%.
- **First-order amplitude loss, 10%.** The orders become less equal, and the NILS falls by 4.8%, to 2.71. This is a stand-in for mask topography, not a rigorous mask calculation.

In all these cases the image remains a centred sinusoid, and the directly evaluated NILS agrees with \(\pi\) times the changed contrast. The contrast put into (3) must therefore belong to the same image, aerial or blurred, as the log-slope that is wanted.

## Implementation

Compute the harmonics of the image over one period before using (3). If the target line and space are equally wide, the harmonics above the first are negligible, and the first is real in coordinates centred on the space, \(\pi C\) can replace a numerical derivative. Otherwise, evaluate the log-slope at the specified edge.

For a central difference with step \(h\) on the sinusoid (1), the intensities at the two sample points are \(I_0(1\pm C\sin Kh)\), and the estimate is

\[
\frac{w}{2h}\ln\frac{1+C\sin Kh}{1-C\sin Kh}
=\pi C\left[1+\frac{2C^2-1}{6}(Kh)^2+\cdots\right].
\]

The correction follows from \(\frac12\ln[(1+u)/(1-u)]=u+u^3/3+\cdots\) with \(u=C\sin Kh\), and it sets the step needed for a given accuracy. Contrast must be taken from the true extrema over the period: in the three-beam case above, the minimum is not at the line centre. The numerical output below lists the values to more digits.

## Numbers as computed

```
Wavelength: 193 nm; NA: 1.35
Pitch: 90 nm; nominal line width: 45 nm
Dipole pole centre: 0.80; radius: 0.15 (NA)
Refractive index: water 1.44; resist 1.70
Sinusoidal-image pitch limit: 143.0 nm
Diffraction-order spacing: 1.5885 (NA)
Mask amplitudes: a0 0.5000; a1 0.3183
Mean intensity, clear field = 1: 0.3513
Image maximum: 0.6696
Image minimum: 0.0330
Dipole contrast C: 0.9060
Dipole pi*C: 2.8464; measured NILS: 2.8464
Log-slope at edge: 0.06325 1/nm
Disk source radius: 0.90 (NA); captured fraction: 0.1729
Disk contrast: sum 0.2056; formula 0.2057
Disk NILS: 0.6458
Space/pitch 0.40: C 0.9624; NILS 1.7731
Edge displacement: +/-2.25 nm
NILS displaced into space: 2.4624
NILS displaced into line: 3.2756
Dose change for -10% space width: -12.41 %
Dose change for +10% space width: 16.51 %
Linear dose estimate: +/-14.23 %
Disk source at 180 nm pitch:
  A0 0.3588; A1 0.3417; A2 0.0270
  C 0.8856; pi*C 2.7823; NILS 3.2361
Three-beam case: pitch 200 nm; source radius 0.20 (NA)
  C 1.0000; pi*C 3.1415; NILS 8.0000
One-sided point source at 0.90 (NA), defocus 50 nm:
  pi*C 2.8464; NILS 1.6801
TM interference factor at pole centre: 0.2044
Effect inputs: defocus 50 nm; blur sigma 8 nm
  flare 3 %; first-order loss 10 %
vector, y-polarized: C 0.9052; NILS 2.8438; change -0.1 %
vector, unpolarized: C 0.5426; NILS 1.7047; change -40.1 %
defocus: C 0.8426; NILS 2.6471; change -7.0 %
resist blur: C 0.7752; NILS 2.4353; change -14.4 %
flare: C 0.8796; NILS 2.7635; change -2.9 %
first-order loss: C 0.8627; NILS 2.7103; change -4.8 %
```
